# Finding a band-offset ratio from parabolic and square quantum wells: test program

```python
"""
Result under test: in a parabolically graded GaAs/AlGaAs well,
    Q/(1-Q) = (m_e/m_h) * (electron spacing / hole spacing)**2,
where Q is the conduction-band share of the gap rise. For a square well the
logarithmic sensitivity of a level to the barrier height is 2/(kappa*L + 2),
against 1/2 for the parabola, so errors in Q are amplified when kappa*L >> 2.
Symbols: L width, kappa decay constant in the barrier, m_e and m_h masses in
units of the free mass, D_e and D_h energy differences of levels 2 and 0.
Energies are in eV and lengths in nm inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import struve, yv

HB2 = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m0, eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm

# Rough typical material values and chosen line energies
m_e, m_h = 0.067, 0.34
gap, gap_rise, width = 1.519, 0.374, 50.0
line00, line20, line22 = 1.5385, 1.5955, 1.6165
line_sigma = 0.0003
square_width = 20.0

step = 0.05
z = (np.arange(1600) - 799.5) * step


def grid_levels(potential, mass, count=3):
    """Lowest states of -d/dz (hbar^2/2m) d/dz + V by finite differences."""
    m = np.broadcast_to(np.asarray(mass, float), z.shape)
    padded = np.concatenate(([m[0]], m, [m[-1]]))
    hop = HB2 / (padded[1:] + padded[:-1]) / step**2
    return eigh_tridiagonal(potential + hop[1:] + hop[:-1], -hop[1:-1],
                            select='i', select_range=(0, count - 1))


def parabola(depth, L, quartic=0.0):
    u2 = np.minimum((2 * z / L)**2, 1.0)
    return depth * ((1 - quartic) * u2 + quartic * u2**2)


def oscillator_spacing(mass, depth, L):
    return 2 / L * np.sqrt(2 * depth * HB2 / mass)


def infer_offset(D_e, D_h, hole_mass=m_h):
    ratio = m_e / hole_mass * (D_e / D_h)**2
    return ratio / (1 + ratio)


def square_level(n, mass, depth, L):
    """Exact level n = 0, 1, 2... of a square well with constant mass."""
    k0 = np.sqrt(2 * mass * depth / HB2)
    k = brentq(lambda q: q * L + 2 * np.arcsin(q / k0) - (n + 1) * np.pi,
               0.0, k0, xtol=1e-14, rtol=1e-14)
    return HB2 * k**2 / (2 * mass)


def square_sensitivity(n, mass, depth, L):
    E = square_level(n, mass, depth, L)
    kappa = np.sqrt(2 * mass * (depth - E) / HB2)
    return 2 / (kappa * L + 2)


def square_spacing(mass, depth, L):
    return square_level(2, mass, depth, L) - square_level(0, mass, depth, L)


def spacing_sensitivity(mass, depth, L):
    top, low = (square_level(n, mass, depth, L) for n in (2, 0))
    s_top, s_low = (square_sensitivity(n, mass, depth, L) for n in (2, 0))
    return (top * s_top - low * s_low) / (top - low)


def invert_square(D_e, D_h, hole_mass=m_h):
    """Find offset share and width from two square-well spacings."""
    def mismatch(p):
        return [square_spacing(m_e, p[0] * gap_rise, p[1]) / D_e - 1,
                square_spacing(hole_mass, (1 - p[0]) * gap_rise, p[1])
                / D_h - 1]
    found = fsolve(mismatch, [Q, square_width], xtol=1e-12)
    assert np.max(np.abs(mismatch(found))) < 1e-8
    return found[0]


def constraint(s_e, s_h):
    return s_e * (1 - s_h) / Q + s_h * (1 - s_e) / (1 - Q)


def mass_factor(s_e, s_h):
    """Size of dQ per unit d ln(m_h), with the width unknown."""
    return (1 - s_e) * (1 - s_h) / constraint(s_e, s_h)


def line_error(s_e, s_h, D_e, D_h):
    a, b = (1 - s_h) / D_e, (1 - s_e) / D_h
    return (line_sigma * np.sqrt(a**2 + b**2 + (a + b)**2)
            / constraint(s_e, s_h))


def line_error_by_inversion(invert, D_e, D_h):
    d = 1e-5
    changes = [(-d, 0), (d, -d), (0, d)]
    slopes = [(invert(D_e + a, D_h + b) - invert(D_e - a, D_h - b)) / (2 * d)
              for a, b in changes]
    return line_sigma * np.linalg.norm(slopes)


# Inference from the three lines
D_e, D_h = line20 - line00, line22 - line20
w_e, w_h = D_e / 2, D_h / 2
Q = infer_offset(D_e, D_h)
depth_e = m_e * w_e**2 * width**2 / (8 * HB2)
depth_h = m_h * w_h**2 * width**2 / (8 * HB2)
V_e, V_h = Q * gap_rise, (1 - Q) * gap_rise

# Parabolic ladders and recovery of a known offset by diagonalization
for share, L in ((0.5, 50.0), (0.65, 40.0), (0.85, 60.0)):
    ladders = []
    for mass, depth in ((m_e, share * gap_rise), (m_h, (1 - share) * gap_rise)):
        E = grid_levels(parabola(depth, L), mass)[0]
        ideal = (np.arange(3) + 0.5) * oscillator_spacing(mass, depth, L)
        assert np.max(np.abs(E - ideal)) < 2e-5
        ladders.append(E[2] - E[0])
    assert abs(infer_offset(*ladders) - share) < 0.002

E_e, psi_e = grid_levels(parabola(V_e, width), m_e)
E_h, psi_h = grid_levels(parabola(V_h, width), m_h)
for E, psi, V in ((E_e, psi_e, V_e), (E_h, psi_h, V_h)):
    weights = parabola(V, width) @ psi**2 / E
    assert np.allclose(weights, 0.5, atol=2e-3)
ideal_De, ideal_Dh = E_e[2] - E_e[0], E_h[2] - E_h[0]


def relative_strength(electron, hole):
    return ((electron[:, 2] @ hole[:, 0]) / (electron[:, 0] @ hole[:, 0]))**2


b_e, b_h = np.sqrt(m_e * V_e), np.sqrt(m_h * V_h)
strength_par = 0.5 * ((b_e - b_h) / (b_e + b_h))**2
assert abs(relative_strength(psi_e, psi_h) / strength_par - 1) < 0.01

# Square well: levels, barrier weight and scaling laws
square_states = []
outside = np.abs(z) > square_width / 2
for mass, V in ((m_e, V_e), (m_h, V_h)):
    E, psi = grid_levels(np.where(outside, V, 0.0), mass)
    square_states.append(psi)
    for n in range(3):
        assert abs(E[n] - square_level(n, mass, V, square_width)) < 2e-5
        weight = V * np.sum(psi[outside, n]**2) / E[n]
        s = square_sensitivity(n, mass, V, square_width)
        assert abs(weight / s - 1) < 0.01
strength_sq = relative_strength(*square_states)
assert strength_sq < strength_par / 2


def log_slope(f):
    d = 1e-5
    return (np.log(f(1 + d)) - np.log(f(1 - d))) / (2 * d)


for L in (11.0, 20.0, 50.0):
    for mass, V in ((m_e, V_e), (m_h, V_h)):
        for n in range(3):
            s = square_sensitivity(n, mass, V, L)
            slope = log_slope(lambda x: square_level(n, mass, V * x, L))
            assert abs(slope - s) < 1e-5
        s = spacing_sensitivity(mass, V, L)
        by_V = log_slope(lambda x: square_spacing(mass, V * x, L))
        by_L = log_slope(lambda x: square_spacing(mass, V, L * x))
        by_m = log_slope(lambda x: square_spacing(mass * x, V, L))
        assert np.allclose([by_V, by_L, by_m],
                           [s, -2 * (1 - s), -(1 - s)], atol=1e-5)

for share in (0.5, 0.85):
    far_ratio = (square_spacing(m_e, share * gap_rise, 5000.0)
                 / square_spacing(m_h, (1 - share) * gap_rise, 5000.0))
    assert abs(far_ratio / (m_h / m_e) - 1) < 0.005

# Error propagation against complete inversion of the level equations
sq_De = square_spacing(m_e, V_e, square_width)
sq_Dh = square_spacing(m_h, V_h, square_width)
s_e = spacing_sensitivity(m_e, V_e, square_width)
s_h = spacing_sensitivity(m_h, V_h, square_width)
err_par = line_error(0.5, 0.5, D_e, D_h)
err_sq = line_error(s_e, s_h, sq_De, sq_Dh)
assert abs(line_error_by_inversion(infer_offset, D_e, D_h) / err_par - 1) < 0.01
assert abs(line_error_by_inversion(invert_square, sq_De, sq_Dh)
           / err_sq - 1) < 0.01
for invert, a, b, factor in (
        (infer_offset, D_e, D_h, mass_factor(0.5, 0.5)),
        (invert_square, sq_De, sq_Dh, mass_factor(s_e, s_h))):
    slope = (invert(a, b, m_h * 0.999) - invert(a, b, m_h * 1.001)) / 0.002
    assert abs(slope / factor - 1) < 0.01
Q_mass_par = infer_offset(D_e, D_h, 1.1 * m_h)
Q_mass_sq = invert_square(sq_De, sq_Dh, 1.1 * m_h)
assert err_sq > 2 * err_par
assert abs(Q_mass_sq - Q) > 3 * abs(Q_mass_par - Q)

# Hole mass with which each well imitates another offset, width left free
rival = 0.85
L_rival = brentq(lambda L: square_spacing(m_e, rival * gap_rise, L) - sq_De,
                 15.0, 30.0)
mass_rival_sq = brentq(
    lambda m: square_spacing(m, (1 - rival) * gap_rise, L_rival) - sq_Dh,
    0.15, 0.8)
mass_rival_par = m_e * (D_e / D_h)**2 * (1 - rival) / rival
L_par = brentq(lambda L: oscillator_spacing(m_e, rival * gap_rise, L) - w_e,
               20.0, 100.0)
check_h = oscillator_spacing(mass_rival_par, (1 - rival) * gap_rise, L_par)
assert abs(check_h / w_h - 1) < 1e-8

# Neglected effect: two-band electron mass, rising with energy and grading
valence = parabola(V_h, width)
kane = []
for n in (0, 2):
    E = E_e[n]
    for _ in range(12):
        E = grid_levels(parabola(V_e, width),
                        m_e * (1 + (E + valence) / gap))[0][n]
    kane.append(E)
    gradient = np.gradient(psi_e[:, n], step)
    first_order = -np.sum(HB2 / (2 * m_e) * gradient**2
                          * (E_e[n] + valence) / gap)
    # second-order terms are of the relative size of the mass change
    assert abs((E - E_e[n]) / first_order - 1) < 0.2
bias_kane = infer_offset(kane[1] - kane[0], ideal_Dh) - Q

# Neglected effects: graded hole mass and imperfect grading
m_h_edge = 0.38
hole_E = grid_levels(valence, m_h + (m_h_edge - m_h)
                     * np.minimum((2 * z / width)**2, 1))[0]
bias_hole = infer_offset(ideal_De, hole_E[2] - hole_E[0]) - Q
quartic = 0.05
bent_e = grid_levels(parabola(V_e, width, quartic), m_e)[0]
bent_h = grid_levels(parabola(V_h, width, quartic), m_h)[0]
bias_bent = infer_offset(bent_e[2] - bent_e[0], bent_h[2] - bent_h[0]) - Q

# Neglected effect: exciton binding, separable trial function exp(-rho/size)
eps_r, m_h_plane = 12.9, 0.11
mu = m_e * m_h_plane / (m_e + m_h_plane)


def radial_integral(a, d):
    """Integral of rho exp(-a rho)/sqrt(rho^2+d^2) over rho > 0."""
    return d * (np.pi / 2 * (struve(1, a * d) - yv(1, a * d)) - 1)


direct = quad(lambda r: r * np.exp(-0.2 * r) / np.hypot(r, 7.0), 0, 200)[0]
assert abs(radial_integral(0.2, 7.0) / direct - 1) < 1e-6


def binding(distance, probability):
    def energy(size):
        mean = probability @ radial_integral(2 / size, distance)
        return HB2 / (2 * mu * size**2) - COUL / eps_r * 4 / size**2 * mean
    return -minimize_scalar(energy, bounds=(2.0, 60.0), method='bounded').fun


rydberg = mu * (COUL / eps_r)**2 / (2 * HB2)
flat = binding(np.array([1e-5]), np.array([1.0]))
assert abs(flat / (4 * rydberg) - 1) < 1e-3
lag = np.abs(np.arange(-(len(z) - 1), len(z))) * step
lag[len(z) - 1] = step / 4


def pair_binding(n, m):
    return binding(lag, np.correlate(psi_e[:, n]**2, psi_h[:, m]**2, 'full'))


B00, B20, B22 = pair_binding(0, 0), pair_binding(2, 0), pair_binding(2, 2)
bias_exc = infer_offset(ideal_De + B00 - B20, ideal_Dh + B20 - B22) - Q
bias_sum = bias_kane + bias_hole + bias_bent + bias_exc

meV = 1e3
print(f"masses m_e, m_h (free mass): {m_e}, {m_h}")
print(f"parabolic width: {width:.0f} nm; gap rise: {gap_rise:.3f} eV")
print(f"lines T00, T20, T22: {line00*meV:.1f}, {line20*meV:.1f}, "
      f"{line22*meV:.1f} meV")
print(f"D_e, D_h: {D_e*meV:.1f}, {D_h*meV:.1f} meV")
print(f"spacings electron, hole: {w_e*meV:.2f}, {w_h*meV:.2f} meV")
print(f"spacing ratio: {w_e/w_h:.4f}; offset ratio Q/(1-Q): {Q/(1-Q):.3f}")
print(f"inferred Q: {Q:.4f}")
print(f"edge depths from spacings e, h: {depth_e:.4f}, {depth_h:.4f} eV")
print(f"closure sum: {depth_e+depth_h:.4f} eV")
print(f"Q from electron spacing, width and gap rise: {depth_e/gap_rise:.4f}")
print(f"gap implied by lines: {(line00-(w_e+w_h)/2)*meV:.1f} meV")
print(f"T20/T00 strength, parabolic: {strength_par:.4f}")
print(f"T20/T00 strength, 20 nm square: {strength_sq:.5f}")
print(f"model depths at inferred Q e, h: {V_e:.4f}, {V_h:.4f} eV")
print(f"20 nm square D_e, D_h: {sq_De*meV:.2f}, {sq_Dh*meV:.2f} meV")
print(f"20 nm square s_e, s_h: {s_e:.4f}, {s_h:.4f} (parabolic 1/2)")
print(f"constraint G parabolic, square: {constraint(0.5, 0.5):.3f}, "
      f"{constraint(s_e, s_h):.3f}")
print(f"error per line: {line_sigma*meV:.1f} meV")
print(f"Q error from lines, parabolic: {err_par:.4f}")
print(f"Q error from lines, 20 nm square: {err_sq:.4f}")
print(f"line-error ratio square/parabolic: {err_sq/err_par:.2f}")
print(f"Q if m_h is 10 % larger, parabolic: {Q_mass_par:.4f}")
print(f"Q if m_h is 10 % larger, square: {Q_mass_sq:.4f}")
print(f"mass-shift ratio square/parabolic: "
      f"{(Q_mass_sq-Q)/(Q_mass_par-Q):.2f}")
print(f"to imitate Q = {rival}: m_h parabolic {mass_rival_par:.4f}, "
      f"square {mass_rival_sq:.4f}")
print(f"widths then: parabolic {L_par:.2f}, square {L_rival:.2f} nm")
print(f"|dQ/dln m_h| parabolic: {mass_factor(0.5, 0.5):.3f}")
for L in (11.0, 20.0, 50.0):
    a, b = spacing_sensitivity(m_e, V_e, L), spacing_sensitivity(m_h, V_h, L)
    kl = 2 / square_sensitivity(2, m_e, V_e, L) - 2
    print(f"square {L:.0f} nm: kappa*L(e2) {kl:.2f}, s_e {a:.3f}, "
          f"s_h {b:.3f}, |dQ/dln m_h| {mass_factor(a, b):.3f}")
print(f"gap for two-band mass: {gap:.3f} eV")
print(f"two-band D_e: {(kane[1]-kane[0])*meV:.2f} meV "
      f"(ideal {ideal_De*meV:.2f} meV)")
print(f"Q shift, two-band electron mass: {bias_kane:+.4f}")
print(f"Q shift, hole mass {m_h_edge} at edge: {bias_hole:+.4f}")
print(f"Q shift, {quartic*100:.0f} % quartic grading: {bias_bent:+.4f}")
print(f"exciton inputs: eps_r {eps_r}, in-plane m_h {m_h_plane}")
print(f"exciton binding 00, 20, 22: {B00*meV:.2f}, {B20*meV:.2f}, "
      f"{B22*meV:.2f} meV")
print(f"Q shift, exciton binding: {bias_exc:+.4f}")
print(f"sum of the four Q shifts: {bias_sum:+.4f}")
print(f"kT at 300 K, 5 K: {const.k*300/const.e*meV:.2f}, "
      f"{const.k*5/const.e*meV:.2f} meV")
print("every check passed")
```

Running it gives:

```
masses m_e, m_h (free mass): 0.067, 0.34
parabolic width: 50 nm; gap rise: 0.374 eV
lines T00, T20, T22: 1538.5, 1595.5, 1616.5 meV
D_e, D_h: 57.0, 21.0 meV
spacings electron, hole: 28.50, 10.50 meV
spacing ratio: 2.7143; offset ratio Q/(1-Q): 1.452
inferred Q: 0.5921
edge depths from spacings e, h: 0.2232, 0.1537 eV
closure sum: 0.3769 eV
Q from electron spacing, width and gap rise: 0.5967
gap implied by lines: 1519.0 meV
T20/T00 strength, parabolic: 0.0459
T20/T00 strength, 20 nm square: 0.00349
model depths at inferred Q e, h: 0.2215, 0.1525 eV
20 nm square D_e, D_h: 81.21, 18.68 meV
20 nm square s_e, s_h: 0.1772, 0.0851 (parabolic 1/2)
constraint G parabolic, square: 1.035, 0.445
error per line: 0.3 meV
Q error from lines, parabolic: 0.0120
Q error from lines, 20 nm square: 0.0482
line-error ratio square/parabolic: 4.03
Q if m_h is 10 % larger, parabolic: 0.5689
Q if m_h is 10 % larger, square: 0.4487
mass-shift ratio square/parabolic: 6.18
to imitate Q = 0.85: m_h parabolic 0.0871, square 0.2780
widths then: parabolic 59.67, square 20.67 nm
|dQ/dln m_h| parabolic: 0.242
square 11 nm: kappa*L(e2) 1.45, s_e 0.631, s_h 0.171, |dQ/dln m_h| 0.295
square 20 nm: kappa*L(e2) 9.56, s_e 0.177, s_h 0.085, |dQ/dln m_h| 1.690
square 50 nm: kappa*L(e2) 29.92, s_e 0.063, s_h 0.034, |dQ/dln m_h| 5.035
gap for two-band mass: 1.519 eV
two-band D_e: 55.04 meV (ideal 56.78 meV)
Q shift, two-band electron mass: -0.0151
Q shift, hole mass 0.38 at edge: +0.0014
Q shift, 5 % quartic grading: +0.0017
exciton inputs: eps_r 12.9, in-plane m_h 0.11
exciton binding 00, 20, 22: 6.36, 4.34, 4.31 meV
Q shift, exciton binding: +0.0163
sum of the four Q shifts: +0.0043
kT at 300 K, 5 K: 25.85, 0.43 meV
every check passed
```
